The BIRD element: sorting protons by the carbon isotope they sit on

**Problem**

Among protons bonded to carbon of natural isotopic composition, most are on 12C, which has no nuclear spin, and a few are on 13C, which has spin 1/2. The BIRD element treats the two kinds differently. It consists of five events:

1. a 90° pulse of phase x on the protons;
2. a delay τ;
3. simultaneous 180° pulses of phase x on the protons and on 13C;
4. a second delay τ;
5. a 90° pulse on the protons, of phase x or −x.

Each of the two delays is τ = 1/(2J), where J is the one-bond C–H coupling in Hz. The protons start with magnetization along +z.

(a) Show that the chemical shifts have no effect on the outcome, and find the evolution that remains between the two 90° pulses.

(b) Find the final state of a proton on 13C and of a proton on 12C for both phases of the last pulse. Which protons are inverted in each case?

(c) Follow the proton on 13C through each delay and explain the result with a vector picture. What happens if the carbon pulse is left out, or if 1/(2J) is the sum of the delays instead of each delay?

(d) Let the central proton pulse have phase ψ and the last pulse phase φ. Find the final z magnetization. Is the last pulse the only one whose phase can exchange the roles of the two kinds of proton?

(e) The delay is set for J = 145 Hz. Find the final state when the actual coupling is 125 or 165 Hz. Then find the effect of a 7 Hz coupling between a proton a on 13C and a proton b on a neighbouring 12C, when b also has a long-range coupling of 5 Hz to the 13C.

Take the pulses as ideal and instantaneous, neglect relaxation, and treat all couplings as weak. Until part (e), each proton is coupled at most to its own carbon.

**Solution**

**Conventions**

Let I be the proton spin and S the 13C spin, with operators in units of ħ. In the frame rotating at the two transmitter frequencies, the Hamiltonian in angular frequency units is

H = Ω_I Iz + Ω_S Sz + 2πJ IzSz.

Here Ω_I and Ω_S are the offsets. For a proton on 12C there is no S, and only the first term is present.

The state is described by the part of the density matrix that matters here, which begins as Iz. An operator A changes under a propagator U as A → U A U†. The carbon's own equilibrium term Sz can be dropped: it commutes with H and with the proton pulses, the carbon 180° pulse turns it into −Sz, and it never produces proton magnetization.

A pulse of angle β and phase x has the propagator exp(−iβIx). Differentiating the transformed operators with respect to β gives −i[Ix, Iz] = −Iy and −i[Ix, Iy] = Iz, so that

Iz → Iz cos β − Iy sin β,
Iy → Iy cos β + Iz sin β,
Ix → Ix.

A pulse of phase −x has β replaced by −β. For β = 90° we therefore have

90°(x): Iz → −Iy, Iy → Iz,
90°(−x): Iy → −Iz.

**(a) What survives between the 90° pulses**

The first pulse turns Iz into −Iy for every proton, whatever its carbon.

Let R be the propagator of the two simultaneous 180° pulses. Since operators act from right to left, the delay, the pulses and the second delay together give

U = exp(−iHτ) R exp(−iHτ).

Insert R R† = 1 on the left:

U = R [R† exp(−iHτ) R] exp(−iHτ) = R exp(−i R†HR τ) exp(−iHτ).

A rotation by 180° about x reverses z, so R†IzR = −Iz and R†SzR = −Sz. The product IzSz contains two sign changes and is unaltered:

R†HR = −Ω_I Iz − Ω_S Sz + 2πJ IzSz.

H and R†HR contain only z operators, so they commute and their exponents may be added. The shifts cancel and the coupling terms add:

(R†HR + H) τ = 4πJτ IzSz.

Define the angle

θ = 2πJτ.

Then

U = R exp(−iθ 2IzSz).

The element thus behaves as if the coupling alone acted for the full time 2τ, followed by the pair of 180° pulses. The offsets have disappeared for any τ. For a proton on 12C the same argument leaves U = R, which is the case θ = 0.

**(b) The final states**

We need the action of exp(−iθ 2IzSz) on −Iy. The two commutators required are

[2IzSz, Iy] = 2Sz [Iz, Iy] = −i 2IxSz,

[2IzSz, 2IxSz] = 4Sz² [Iz, Ix] = iIy,

where Sz² = 1/4 for a spin 1/2. Multiplying each by −i gives the derivatives with respect to θ:

d(Iy)/dθ = −2IxSz, d(2IxSz)/dθ = Iy.

These are the equations of a rotation, with the solution

Iy → Iy cos θ − 2IxSz sin θ,
2IxSz → 2IxSz cos θ + Iy sin θ.

The state after the coupling has acted is therefore

−Iy → −Iy cos θ + 2IxSz sin θ.

The term 2IxSz is antiphase magnetization: proton magnetization along +x where the carbon spin is up, and along −x where it is down. Its sum over the two carbon states is zero.

Now apply R. The proton pulse changes Iy to −Iy and leaves Ix alone; the carbon pulse changes Sz to −Sz. Both terms change sign:

Iy cos θ − 2IxSz sin θ.

The last pulse acts on the proton operators only. It turns Iy into +Iz or −Iz and leaves Ix alone:

last phase x: Iz cos θ − 2IxSz sin θ,
last phase −x: −Iz cos θ − 2IxSz sin θ.

For a proton on 12C, θ = 0 and cos θ = 1. For a proton on 13C with τ = 1/(2J),

θ = 2πJ · 1/(2J) = π, cos θ = −1, sin θ = 0.

The final states are:

last phase x: 13C-bound protons −Iz, 12C-bound protons +Iz;
last phase −x: 13C-bound protons +Iz, 12C-bound protons −Iz.

With the last pulse along x, the protons on 13C are inverted and those on 12C return to where they began. With the last pulse along −x, the protons on 12C are inverted and those on 13C return.

The two ingredients have separate tasks. The coupling gives the two kinds of proton opposite signs, through cos θ = −1 against cos θ = 1. The last phase then decides which sign becomes +z. The 12C result is easy to check by adding angles: on resonance, the three proton pulses of phase x make 90° + 180° + 90° = 360°, a full turn, while with the last phase reversed they make 90° + 180° − 90° = 180°, an inversion.

**(c) The path through the delays**

Take the proton on resonance, Ω_I = 0. During one delay the coupling angle is πJτ = θ/2 = 90°. The rotation rules of part (b), with θ replaced by 90°, give Iy → −2IxSz and 2IxSz → Iy. The path for a proton on 13C is

start: Iz
after 90°(x): −Iy
after the first delay: 2IxSz
after the 180° pulses: −2IxSz
after the second delay: −Iy
after the last pulse: −Iz for phase x, +Iz for phase −x.

For a proton on 12C nothing happens during the delays on resonance, and the path is Iz → −Iy → +Iy → ±Iz for phase ±x. Just before the last pulse the two kinds of proton point in opposite directions along y. That is the moment at which they have been told apart.

The vector picture shows how this comes about. A proton whose carbon is up precesses at angular frequency +πJ, and one whose carbon is down at −πJ. Both begin along −y. After the first delay the first has turned by +90° and lies along +x; the second has turned by −90° and lies along −x. The proton 180° pulse about x leaves both vectors in place. The carbon pulse exchanges up and down, so each vector now reverses its sense of precession. The vector along +x turns by −90° and the vector along −x by +90°. Both arrive at −y.

*Without the carbon pulse.* Each vector now keeps its sense of precession. The vector along +x turns by a further +90° and the one along −x by −90°, and both arrive at +y, where the 12C-bound protons also are. In the language of part (a), the 180° rotation then reverses Iz but not Sz, so R†(IzSz)R = −IzSz, and the coupling cancels just as the proton shift does. The remaining term Ω_S Sz commutes with all proton operators and has no effect on them. The final Iz of a proton on 13C is then +1 for last phase x and −1 for −x, the same as for a proton on 12C. The selection is lost. The carbon pulse is needed to keep the coupling active while the proton pulse removes the shift.

*With 1/(2J) as the sum of the delays.* Then τ = 1/(4J) and θ = π/2, so cos θ = 0 and sin θ = 1. The final state of a proton on 13C is −2IxSz for either last phase. It has no z magnetization and is neither inverted nor restored. The statement "delays 1/(2J)" is therefore correct when it refers to each delay, so that the total is 1/J.

**(d) Arbitrary pulse phases**

Measure phases as angles from the x axis, so that x is 0° and −x is 180°. A 180° proton pulse about any axis in the xy plane still reverses Iz, so the argument of part (a) is unchanged: the coupling acts first, through θ, and the pulses follow.

Consider the in-phase part −Iy cos θ, and represent −Iy by the vector v = (0, −1, 0). A 180° rotation about the unit vector n = (cos ψ, sin ψ, 0) keeps the component along n and reverses the rest:

v' = 2n(n·v) − v.

With n·v = −sin ψ, the components are

v'x = −2 sin ψ cos ψ = −sin 2ψ,
v'y = −2 sin²ψ + 1 = cos 2ψ.

The last pulse is a 90° rotation about m = (cos φ, sin φ, 0). It gives the vector m(m·v') + m × v'. Since m has no z component, the z part comes from the cross product:

(m × v')z = cos φ v'y − sin φ v'x = cos φ cos 2ψ + sin φ sin 2ψ = cos(φ − 2ψ).

The antiphase part cannot contribute. It carries a factor Sz, which the carbon pulse only changes in sign, and the proton pulses cannot remove it. The final z magnetization, as a fraction of the initial one, is

M = cos θ cos(φ − 2ψ).

For ψ = 0 this is cos θ for φ = 0° and −cos θ for φ = 180°, as found in (b). For φ = ±90° it vanishes for both kinds of proton, because their magnetization already lies along the axis of the last pulse.

The last pulse is not the only one that can exchange the roles. Changing φ by 180° reverses the sign of M, but so does changing ψ by 90°, because ψ enters doubled. With the central proton pulse along y and the last pulse along x, M = −cos θ: protons on 12C end at −1 and those on 13C at +1. The first pulse matters too: with phase −x it turns Iz into +Iy instead of −Iy, which reverses the sign of M. A statement about the phase of the last pulse therefore holds for stated phases of the other two proton pulses, here x for both.

**(e) Imperfect matching and further couplings**

*A different one-bond coupling.* The delay set for J = 145 Hz is

τ = 1/(2 × 145 Hz) = 3.448 ms,

and the two delays together last 6.897 ms. If the actual coupling is J', the angle becomes

θ = 2πJ'τ = πJ'/J.

Write J' = J + d, so that θ = π + πd/J. Then

cos θ = −cos(πd/J), sin θ = −sin(πd/J).

For J' = 165 Hz, d = 20 Hz and πd/J = 0.433 rad. This gives cos θ = −0.908 and sin θ = −0.420. For J' = 125 Hz, d = −20 Hz; the cosine is the same and the sine changes sign. The final states of a proton on 13C are

125 Hz, last phase x: −0.908 Iz − 0.420 (2IxSz),
165 Hz, last phase x: −0.908 Iz + 0.420 (2IxSz).

With last phase −x the Iz coefficient becomes +0.908 and the antiphase term is unchanged.

A mismatch of 20 Hz, about 14% of J, thus costs 9% of the z magnetization. The loss is modest because the cosine is stationary at θ = π: for small d it is about (πd/J)²/2, second order in the mismatch. The antiphase term is first order in d, and is accordingly much larger. It is transverse magnetization, and by the rule 2IxSz → 2IxSz cos θ + Iy sin θ it turns into ordinary in-phase magnetization if the coupling goes on acting. A signal recorded directly after the element without 13C decoupling would contain it. With decoupling from the start of the recording, the contributions of the two carbon states cancel.

Protons on 12C are untouched by the mismatch, since their θ is zero for any delay. When the last phase is −x, the inversion of the 12C-bound protons therefore does not depend on J in this model; only the return of the 13C-bound protons does. When the last phase is x, it is the inversion that suffers.

*Couplings to further spins.* Let the proton have an additional weak coupling K, either to another proton or to a distant 13C. It adds a term 2πK times a product of two z operators. Both spins in the product receive a 180° pulse, so the product keeps its sign and the coupling acts for the full time 2τ, just as J does. All these terms commute, so their effects can be applied one after another. With κ = 2πKτ, the in-phase part of the proton is multiplied by cos κ, and the rest becomes a product with the z operator of the new partner.

Such products do not return to in-phase magnetization. A different coupling can only add the z operator of a different partner, and pulses rotate each spin separately, so a product of operators of two spins remains a product. The final z magnetization is therefore multiplied by one factor cos(2πKτ) for each further coupling.

For the H–H coupling of 7 Hz the factor is

cos(2π × 7 Hz × 3.448 ms) = cos(0.1517) = 0.9885,

and for the long-range C–H coupling of 5 Hz it is

cos(2π × 5 Hz × 3.448 ms) = cos(0.1083) = 0.9941.

Proton a, on 13C, has the factor −1 from its one-bond coupling and 0.9885 from proton b. Proton b, on 12C, has the factors 0.9941 and 0.9885, whose product is 0.9827. The results are

last phase x: a −0.9885, b +0.9827,
last phase −x: a +0.9885, b −0.9827.

Proton b does feel a 13C spin, yet it behaves almost like a proton with no 13C in reach. Its coupling angle is 0.108 rad, compared with π for proton a. The element therefore responds to the value of the coupling to 13C, through cos(2πJτ), and not to the mere presence of a 13C. It distinguishes direct from distant carbons because the chosen delay brings the coupling angle close to π for the one-bond coupling and leaves it small for the long-range one.

**Where the result fails**

The cancellation of shifts in part (a) used the fact that H and R†HR commute. If two protons are strongly coupled, meaning that their shift difference is not large compared with their coupling, the terms IaxIbx + IayIby must be kept in H. If the two shifts differ, these terms do not commute with the shift part of H, the exponents can no longer be added, and the simple cosine factors no longer apply. Over delays as short as these, a shift difference large compared with the coupling is not enough; it must also be large compared with 1/τ = 290 Hz. For two protons on 12C with a 7 Hz coupling, the full coupling gives a factor of 0.9942 at a shift difference of 70 Hz, 0.9839 at 145 Hz and 0.9876 at 750 Hz, against the weak-coupling value 0.9885. For the three spins of part (e), a shift difference of 70 Hz gives a −0.9847 and b +0.9786 for last phase x, so the four digits quoted there hold only for differences of many hundred Hz. If the shifts are equal and the two protons have no other couplings, the exponents can still be added, but the coupling between the protons then has no effect on the outcome: its factor is 1, not cos(2πKτ). Relaxation during the 6.897 ms reduces the transverse magnetization that the last pulse returns to the z axis, and pulses with wrong angles change the rotations used at every step. Real pulses also have a finite length, and the 13C offsets span many kHz: a carbon far from the transmitter is only partly inverted, and the carbon offset then affects the result. With a rectangular 13C 180° pulse of 24 µs and last phase x, the final Iz of a proton on 13C is −0.89 at a carbon offset of 5 kHz and −0.58 at 10 kHz instead of −1. The numerical output below comes from propagating the density matrix through each pulse and delay. The cosine law of part (d) was tested in this way for random offsets, couplings, delays and phases.

Values computed for the example and the checks

```
Coupling used to set the delay J = 145 Hz
Each delay tau = 3.448 ms; both = 6.897 ms
On resonance, H on 13C: coefficients of Ix, Iy, Iz, 2IxSz (no unit)
  start: 0.000 0.000 1.000 0.000
  after 90(x): 0.000 -1.000 0.000 0.000
  after delay 1: 0.000 0.000 0.000 1.000
  after 180 pulses: 0.000 0.000 0.000 -1.000
  after delay 2: 0.000 -1.000 0.000 0.000
  after last 90 (phase x): 0.000 0.000 -1.000 0.000
  after last 90 (phase -x): 0.000 0.000 1.000 0.000
On resonance, H on 12C: coefficients of Ix, Iy, Iz (no unit)
  start: 0.000 0.000 1.000
  after 90(x): 0.000 -1.000 0.000
  after delay 1: 0.000 -1.000 0.000
  after 180 pulses: 0.000 1.000 0.000
  after delay 2: 0.000 1.000 0.000
  after last 90 (phase x): 0.000 0.000 1.000
  after last 90 (phase -x): 0.000 0.000 -1.000
H on 13C, actual coupling differs: final Iz for x, for -x; 2IxSz
  125 Hz: -0.908 0.908 -0.420
  145 Hz: -1.000 1.000 0.000
  165 Hz: -0.908 0.908 0.420
H on 13C, carbon 180 pulse left out: final Iz
  last phase x: 1.000
  last phase -x: -1.000
Central proton pulse along y, last phase x: final Iz
  H on 12C: -1.000; H on 13C: 1.000
Each delay halved (1.724 ms), H on 13C, phase x: Iz 0.000, 2IxSz -1.000
Three spins: J(HH) = 7 Hz, long-range J(CH) = 5 Hz
  last phase x: Iz of a (on 13C) -0.9885, of b (on 12C) 0.9827
  last phase -x: Iz of a (on 13C) 0.9885, of b (on 12C) -0.9827
```
